# Electroosmotic flow in a slit four Debye lengths wide

## Problem

A long plane slit has its walls at \(y=\pm h\). It is filled with a symmetric 1:1 electrolyte and joins two large reservoirs with the same salt concentration \(c\) and the same pressure. A uniform electric field \(E\) acts along the slit, in the \(x\) direction. The potential at each wall, measured relative to the neutral reservoir, is \(\zeta\). The Debye length \(\lambda\) is that of the reservoir solution, and the slit is four Debye lengths wide:

\[
2h=4\lambda ,\qquad K\equiv \frac{h}{\lambda}=2 .
\]

The thin-double-layer formula takes the liquid to move everywhere at the slip velocity

\[
u_s=-\frac{\varepsilon\zeta E}{\eta},
\]

where \(\varepsilon\) is the permittivity and \(\eta\) the viscosity.

1. Find the velocity profile in terms of the double-layer potential.
2. For small \(|\zeta|\), find the mean velocity \(U\) and the error of the slip formula. How wide must a slit be for an error of 5 % or 1 %?
3. Evaluate the flow for relative permittivity 78, \(\eta=0.90\) mPa s, temperature 298 K, \(c=1.0\) mol/m³, \(E=10\) kV/m and \(\zeta=-20\) mV.
4. Determine how the error changes when \(|\zeta|\) is not small, taking \(-20\), \(-50\) and \(-100\) mV at the same \(K\).

Treat the ions as point charges in a mean potential, take \(\varepsilon\) and \(\eta\) as constant, and let the liquid be at rest at the wall.

## Solution

### 1. From the electric force to the velocity

Far from the slit ends the total potential is \(\psi(y)-Ex\). The second term has zero Laplacian, so it contributes no charge, and \(\psi\) is the equilibrium double-layer potential. The ions of charge \(\pm e\) have concentrations \(c\,e^{\mp e\psi/kT}\). With \(F\) the Faraday constant, the charge density is

\[
\rho=Fc\left(e^{-e\psi/kT}-e^{e\psi/kT}\right)=-2Fc\sinh\frac{e\psi}{kT}.
\]

Poisson's equation is \(\varepsilon\psi''=-\rho\). Define \(\varphi=e\psi/kT\) and \(X=y/\lambda\). Then

\[
\frac{d^2\varphi}{dX^2}=\lambda^2\,\frac{e}{kT}\,\frac{2Fc}{\varepsilon}\sinh\varphi=\sinh\varphi,
\qquad
\lambda^2=\frac{\varepsilon kT}{2Fce}.
\]

The steady velocity \(u(y)\) points along \(x\) and does not vary with \(x\), so the inertial term vanishes. The pressure varies across the slit to balance the transverse electric force, but this variation is the same at every \(x\). With equal reservoir pressures there is no axial pressure gradient. The axial force balance is therefore

\[
\eta u''+\rho E=0
\quad\Longrightarrow\quad
\eta u''=-\rho E=\varepsilon E\psi'' .
\]

Integrating once gives \(\eta u'=\varepsilon E\psi'+C_1\). Both derivatives vanish at the midplane by symmetry, so \(C_1=0\). Integrating again gives \(\eta u=\varepsilon E\psi+C_2\). At the wall \(u=0\) and \(\psi=\zeta\), so \(C_2=-\varepsilon E\zeta\), and

\[
u(y)=-\frac{\varepsilon E}{\eta}\,[\zeta-\psi(y)]
=u_s\left[1-\frac{\psi(y)}{\zeta}\right].
\]

This holds for small and large \(\zeta\) alike. For negative \(\zeta\) the liquid carries positive charge and moves along \(E\), in agreement with \(u_s>0\). Averaging over the slit gives

\[
\frac{U}{u_s}=1-\frac{\langle\psi\rangle}{\zeta}.
\]

The slip formula is thus in error by the mean potential that it neglects.

### 2. Small wall potential

When \(e|\zeta|\ll kT\), \(\sinh\varphi\) may be replaced by \(\varphi\). The even solution of \(\varphi''=\varphi\) is \(A\cosh X\), and the wall condition fixes \(A\):

\[
\frac{\psi}{\zeta}=\frac{\cosh(y/\lambda)}{\cosh K}.
\]

Its average over the half slit, equal by symmetry to the average over the whole slit, is

\[
\frac{\langle\psi\rangle}{\zeta}
=\frac1K\int_0^K\frac{\cosh X}{\cosh K}\,dX
=\frac{\sinh K}{K\cosh K}=\frac{\tanh K}{K}.
\]

Hence

\[
U=u_s\left(1-\frac{\tanh K}{K}\right).
\]

For \(K=2\), \(\tanh K=0.9640\), so

\[
\frac{U}{u_s}=1-\frac{0.9640}{2}=0.518 .
\]

The error relative to the true flow is

\[
\delta=\frac{u_s-U}{U}
=\frac{\tanh K/K}{1-\tanh K/K}
=\frac{\tanh K}{K-\tanh K}
=\frac{0.9640}{1.0360}\approx 0.93 .
\]

The slip formula overestimates the flow by 93 %. Equivalently, the true flow falls short of the slip value by 48 % of the slip value. The two percentages describe the same difference with different denominators.

The liquid does not reach the slip velocity even at the midplane, where it is fastest:

\[
\frac{u(0)}{u_s}=1-\frac1{\cosh 2}=1-\frac1{3.7622}=0.734 .
\]

**Wide slits.** For \(K\gg1\), \(\tanh K\to1\) and \(U\to u_s(1-1/K)\). Multiplication by the width gives

\[
2hU\to u_s(2h-2\lambda).
\]

Each double layer removes as much flow as a stationary layer of thickness \(\lambda\) would. The error becomes \(\delta=1/(K-1)\), so \(K=1+1/\delta\) and the required width is

\[
2h=2\left(1+\frac1\delta\right)\lambda .
\]

This is \(42\lambda\) for 5 % and \(202\lambda\) for 1 %. The slow decrease of the error, as the inverse of the width, explains why such wide slits are needed although the potential itself decays exponentially. At \(K=2\) the wide-slit expression would give 100 % instead of 93 %, because the two layers overlap.

**Narrow slits.** For \(K\ll1\), \(\tanh K\approx K-K^3/3\), and therefore \(U\approx u_sK^2/3\). In this limit \(\psi\approx\zeta\) throughout, and the charge density is nearly uniform, \(\rho\approx-\varepsilon\zeta/\lambda^2\). A uniform force density \(\rho E\) drives a parabolic flow of mean velocity \(\rho Eh^2/(3\eta)\), which is the same result. For small \(|\zeta|\) the slip formula then overestimates the flow by the large factor \(3/K^2\). For larger \(|\zeta|\) the uniform charge is \(-2Fc\sinh(e\zeta/kT)\), and as \(K\to0\) the factor is multiplied by \(a/\sinh a\) with \(a=e|\zeta|/kT\): 0.91 at \(-20\) mV and 0.16 at \(-100\) mV, both at 298 K.

### 3. The numerical case

The thermal voltage \(kT/e\) is 25.68 mV, so \(e|\zeta|/kT=20/25.68=0.779\). This is below one but not very small; part 4 shows what the linear approximation costs. The expression for \(\lambda\) gives 9.587 nm, and the slit width is \(4\lambda=38.35\) nm.

With \(\varepsilon=78\times8.854\times10^{-12}\) F/m,

\[
u_s=\frac{(78\times8.854\times10^{-12})(0.020)(1.0\times10^4)}{0.90\times10^{-3}}\ \text{m/s}
=153.5\ \mu\text{m/s}.
\]

The linear theory then gives

\[
U=0.5180\times153.5\ \mu\text{m/s}=79.5\ \mu\text{m/s},
\]

with 112.7 μm/s at the midplane. The flow rate per unit breadth of the slit is

\[
2hU=0.03835\ \mu\text{m}\times79.5\ \mu\text{m/s}=3.05\ \mu\text{m}^2/\text{s},
\]

whereas the slip formula gives 5.89 μm²/s. For this electrolyte, the 5 % and 1 % criteria of the linear theory correspond to widths of 403 nm and 1.94 μm. The nonlinear equation of part 4 lowers them to 399 nm and 1.92 μm at \(-20\) mV, and to about \(35\lambda\) and \(168\lambda\) at \(-100\) mV, where each wall removes the flow of a layer \(0.83\lambda\) thick instead of \(\lambda\).

As a test, the potential was also found by finite differences, and the electric force was integrated first to a shear stress and then to a velocity. This route does not use the relation between \(u\) and \(\psi\) from part 1. It gives the same ratio, 0.5180, and an error of 5.00 % at a width of \(42\lambda\).

### 4. Wall potentials that are not small

Changing the sign of \(\psi\) leaves \(\psi/\zeta\) unchanged, so it suffices to take \(\varphi\) positive at the wall, with \(\varphi_w=e|\zeta|/kT\). Multiply \(\varphi''=\sinh\varphi\) by \(\varphi'\) and integrate from the midplane, where \(\varphi=\varphi_m\) and \(\varphi'=0\):

\[
\tfrac12\varphi'^2=\cosh\varphi-\cosh\varphi_m .
\]

Between midplane and wall \(\varphi'>0\), so \(dX=d\varphi/\varphi'\). The unknown \(\varphi_m\) is fixed by the slit width, and the mean follows:

\[
K=\int_{\varphi_m}^{\varphi_w}\frac{d\varphi}{\varphi'},\qquad
\langle\varphi\rangle=\frac1K\int_{\varphi_m}^{\varphi_w}\frac{\varphi\,d\varphi}{\varphi'},\qquad
\varphi'=\sqrt{2(\cosh\varphi-\cosh\varphi_m)} .
\]

The integrands diverge at \(\varphi_m\), but integrably. Put \(\varphi=\varphi_m+s^2\) and use \(\cosh a-\cosh b=2\sinh\frac{a+b}2\sinh\frac{a-b}2\). Then

\[
\frac{d\varphi}{\varphi'}=
\frac{s\,ds}{\sqrt{\sinh(\varphi_m+s^2/2)\,\sinh(s^2/2)}},
\]

which stays finite as \(s\to0\), since \(\sinh(s^2/2)\approx s^2/2\). Numerical quadrature at \(K=2\) gives:

| \(\zeta\) (mV) | \(\psi(0)/\zeta\) | \(U/u_s\) | Slip error relative to \(U\) |
|---:|---:|---:|---:|
| −20 | 0.261 | 0.523 | 91 % |
| −50 | 0.241 | 0.546 | 83 % |
| −100 | 0.194 | 0.606 | 65 % |

The trend can be proved. Write \(\varphi=a g\) with \(a=\varphi_w\), so that \(g=1\) at both walls and

\[
g''=f(g,a),\qquad f(g,a)=\frac{\sinh(ag)}a .
\]

First, \(g\) cannot be negative: at a negative minimum \(g''\ge0\), but \(f<0\). For \(g>0\), the series

\[
f(g,a)=g+\frac{a^2g^3}{6}+\cdots
\]

has positive terms, so \(f\) increases with both \(g\) and \(a\). Now compare solutions \(g_1\) and \(g_2\) for \(a_1<a_2\). If \(D=g_1-g_2\) had a negative minimum, then \(g_1<g_2\) there, and

\[
D''=f(g_1,a_1)-f(g_2,a_2)<0,
\]

which is impossible at a minimum. Hence \(g_1\ge g_2\) everywhere. The two solutions cannot coincide, because their second derivatives differ at the wall. The mean of \(\psi/\zeta\) therefore falls as \(|\zeta|\) rises, and the relative error of the slip formula falls with it. The linear theory is the limit \(a\to0\), so its 93 % is an upper limit for this slit within the Poisson–Boltzmann model.

Physically, a larger wall potential draws in more counterions than the linear law allows, and the potential drops more steeply near the wall. The correction is small at \(-20\) mV, where \(U\) rises from 79.5 to 80.2 μm/s. At \(-100\) mV the linear ratio 0.518 is about 14.5 % below the nonlinear value 0.606. Even there the slip formula predicts 767 μm/s against a mean of 465 μm/s.

These results require \(\zeta\) to be the wall potential in the slit itself. If the surface charge is fixed instead, the wall potential depends on the width, and a value found in a wide channel cannot simply be inserted. The salt concentration at both slit ends must also stay at \(c\) while current flows. A slit with overlapping double layers holds more counterions than co-ions (at \(K=2\), 68 % of all ions at \(-20\) mV and 96 % at \(-100\) mV), so a strong current can deplete salt at one end and enrich it at the other; the model leaves this out. A pressure difference between the reservoirs would add a pressure-driven flow. Finite ion size would change the ion concentrations and hence \(\psi(y)\), though not the relation between \(u\) and \(\psi\). A viscosity that changes near the wall would change that relation itself. The numerical output below lists the values to more digits.

## Numbers as computed

```
INPUTS
relative permittivity            78
viscosity                        0.90 mPa s
temperature                      298 K
salt concentration               1.0 mol/m^3
field along slit                 10 kV/m
zeta potential                   -20 mV
LINEAR THEORY, K = h/lam
K                                2.0
thermal voltage kT/e             25.68 mV
e|zeta|/kT                       0.779
Debye length                     9.59 nm
slit width                       38.3 nm
tanh K                           0.9640
cosh K                           3.7622
mean potential / zeta            0.4820
mean velocity / slip velocity    0.5180
same, numerical force balance    0.5180
midplane velocity / slip vel.    0.7342
slip velocity                    153.5 um/s
midplane velocity                112.7 um/s
mean velocity                    79.5 um/s
flow per breadth, true           3.05 um^2/s
flow per breadth, slip formula   5.89 um^2/s
slip error relative to true flow 93.1 %
shortfall relative to slip flow  48.2 %
width for 5 % error              42 Debye lengths
numerical error at that width    5.00 %
width for 1 % error              202 Debye lengths
width for 5 % error, here        403 nm
width for 1 % error, here        1.94 um
NONLINEAR POISSON-BOLTZMANN, same K
zeta = -20 mV: e|zeta|/kT 0.779
  midplane potential / zeta      0.2614
  mean velocity / slip velocity  0.5228
  slip velocity                  153.5 um/s
  mean velocity                  80.2 um/s
  slip error rel. to true flow   91.3 %
zeta = -50 mV: e|zeta|/kT 1.947
  midplane potential / zeta      0.2414
  mean velocity / slip velocity  0.5455
  slip velocity                  383.7 um/s
  mean velocity                  209.3 um/s
  slip error rel. to true flow   83.3 %
zeta = -100 mV: e|zeta|/kT 3.894
  midplane potential / zeta      0.1943
  mean velocity / slip velocity  0.6058
  slip velocity                  767.4 um/s
  mean velocity                  464.9 um/s
  slip error rel. to true flow   65.1 %
```
